Orbital moments from noncoplanar spins without spin-orbit coupling

A calculation on a noncoplanar magnet that assumes the orbital moment to vanish when spin-orbit coupling is switched off can lose part of the magnetization. A calculation that includes the coupling and credits it with the whole orbital moment can make a related error: it names one cause where there may be two. In both cases what is overlooked is a circulating charge current driven by the geometry of the spins.

**The belief and its appeal**

The belief runs as follows. In a molecule or solid the electrostatic potential lifts orbital degeneracy, so the orbitals can be chosen real. A real orbital carries no current, hence no orbital moment. A magnet breaks time-reversal symmetry through its spins, but without spin-orbit coupling the orbital motion does not notice. The coupling is therefore needed to pass the broken symmetry on to the orbitals.

For collinear magnets the reasoning is sound. Each spin channel has its own real Hamiltonian, and a nondegenerate real Hamiltonian has real eigenfunctions. The weak point is the claim that orbital motion does not notice the spins. In a strong noncollinear exchange field, for example, an electron must turn its spin as it moves, and the overlap of successive spin states is in general a complex number. Around a closed path its phase may not cancel.

**A model with no spin-orbit coupling**

Take three s sites at the corners of an equilateral triangle in the xy plane, numbered 1, 2, 3 counterclockwise seen from +z. The area is A. At each site an imposed exchange field points along a unit vector n_i:

H = −t Σ_{i≠j} c†_i c_j − J Σ_i c†_i (n_i·σ) c_i, with t > 0 and J > 0.

Here c_i has two spin components, and the sum over i≠j contains both directions of each bond. Hopping conserves spin, and the Hamiltonian contains no term tying spin directions to the lattice. The sign of J favours an electron spin parallel to n_i. Hartree atomic units are used, so the electron has charge −1 and the Bohr magneton is μ_B = 1/2.

The orbital moment along z is the response of the energy to a field B that acts on orbital motion alone:

M = −∂E/∂B at B = 0.

The Zeeman energy of the spins is left out, so M excludes the spin moment. In the symmetric gauge, the hop from j to i acquires the factor exp[(iB/2)(x_i y_j − y_i x_j)]. Differentiating H gives the moment operator

M_ij = −(i/2) H_ij (x_i y_j − y_i x_j).

This is −(r×v)_z/2 with v = i[H, r], since v_ij = i H_ij (r_j − r_i). The s sites have no internal orbital moment, so M comes from the ring current I, counted positive counterclockwise, and M = I A.

**What symmetry forbids and what it allows**

Assume that the occupied state is nondegenerate, so that M is a definite function of the three directions. Two operations restrict its form.

First, rotate all n_i together. A unitary rotation of the electron spin undoes the change in H and leaves the moment operator alone. Therefore M is unchanged.

Second, reverse all n_i. Time reversal maps one Hamiltonian onto the other, because it reverses σ and leaves the real hopping as it is. It also reverses the orbital current. Therefore

M(−n1, −n2, −n3) = −M(n1, n2, n3).

If the spins are coplanar, a rotation by π about the normal of their plane turns every n_i into −n_i. The first rule says that M stays the same, the second that it changes sign, so M = 0. Collinear spins are a special case.

For noncoplanar spins no rotation does this. The scalar chirality

χ = n1·(n2×n3)

is unchanged by rotation and odd under reversal, just as M is. A moment is then allowed, though not guaranteed: with all six states of the triangle filled, M is the trace of an operator without diagonal elements, which is zero.

The argument carries over to a noncoplanar Kohn–Sham Hamiltonian, −∇²/2 + v(r) + B_xc(r)·σ, where v is the spin-independent potential and B_xc the exchange-correlation field. It has a real spatial part and no spin-orbit term. If B_xc lies in one plane everywhere, a nondegenerate Kohn–Sham state has no orbital moment. If it does not, a moment is allowed. This concerns the Kohn–Sham orbitals; ordinary spin density functional theory does not guarantee that their current equals the current of the interacting electrons.

**The Berry flux**

Let |χ_i⟩ be the spin state parallel to n_i. When J is much larger than t, a low-energy electron has this spin at site i, and its hopping amplitude from j to i becomes −t⟨χ_i|χ_j⟩. The phase of one amplitude depends on the arbitrary phases of the spin states, but in the loop product each state appears once as a bra and once as a ket. With projectors P_i = (1 + n_i·σ)/2,

⟨χ1|χ2⟩⟨χ2|χ3⟩⟨χ3|χ1⟩ = Tr P1 P2 P3.

Expand the product of three brackets. The unit term has trace 2, a single σ has trace zero, each pair gives 2 n_i·n_j, and the triple product gives 2iχ. With the prefactor 1/8,

Tr P1 P2 P3 = [1 + n1·n2 + n2·n3 + n3·n1 + iχ]/4.

The phase Φ_s of this number obeys

tan Φ_s = χ/(1 + n1·n2 + n2·n3 + n3·n1),

with the quadrant fixed by the signs of numerator and denominator. The right side is the standard expression for tan(Ω/2), where Ω is the signed solid angle of the spherical triangle n1, n2, n3. Hence Φ_s = Ω/2. The identity was tested for random directions, with Ω obtained from the angles of the spherical triangle and the loop product from explicit spin states.

A magnetic field adds to this phase. The product H12 H23 H31 describes the path 1→3→2→1, which is clockwise. The clockwise line integral of the vector potential is −BA, and the charge −1 turns it into a phase +BA. The total is

Φ = Ω/2 + BA.

For strong exchange, the phases from the spin texture and from a real magnetic flux thus enter the orbital motion in the same way. The texture phase Ω/2 is present even at B = 0.

**The moment for strong exchange**

Let the three mutual angles be equal. Since |⟨χ_i|χ_j⟩|² = (1 + n_i·n_j)/2, every bond has the magnitude

t_eff = t √[(1 + n_i·n_j)/2].

The phases of the spin states can be chosen so that each bond carries Φ/3. The site amplitudes exp(2πikj/3)/√3, with k = −1, 0, 1, are then eigenstates. Adding the two hops into a site gives

ε_k = −J − 2 t_eff cos[(2πk + Φ)/3].

For |Φ| < π the lowest level has k = 0. With one electron,

∂E/∂Φ = (2/3) t_eff sin(Φ/3).

Because ∂Φ/∂B = A, the moment at B = 0 is

M = −(2/3) t_eff A sin(Ω/6).

The minus sign means that for positive chirality the charge current runs clockwise and the electron counterclockwise.

The filling matters. The three cosines add to zero, so two electrons have the energy −2J + 2t_eff cos[(Φ + 2π)/3] for 0 < Φ < π, where k = 1 is the empty top level. Their moment is +(2/3) t_eff A sin[(Ω/2 + 2π)/3], of opposite sign. With three electrons the contributions cancel in this limit, although the spins are still noncoplanar.

**A number**

Choose round model parameters: t = 0.05 hartree and side 5 bohr, so A = 10.8253 bohr². Let n1, n2, n3 point along x, y, z. Then χ = 1, all scalar products vanish, and tan(Ω/2) = 1. The solid angle is π/2, one eighth of the sphere, and the Berry phase is π/4 = 0.7854. The effective hopping is 0.05/√2 = 0.035355 hartree. Therefore

M = −(2/3) × 0.035355 × 10.8253 × sin(π/12) = −0.06604 au = −0.1321 μ_B.

A magnetic field producing the same phase would satisfy BA = π/4, or B = 0.07255 au, about 17,000 T. No such field exists in the triangle. The figure shows how large an orbital phase a spin texture can produce on an interatomic scale.

The full six-state Hamiltonian shows how this limit is reached. At J = 0.05 hartree, equal to t, the moment is −0.0217 μ_B. It is −0.0753 μ_B at J = 0.2, −0.1290 μ_B at J = 5 and −0.1315 μ_B at J = 25 hartree. The last two values of J serve to display the limit, not to describe a material. At J = 0.2 hartree the ring current is −0.003476 au, or −23.0 microampere. Multiplied by A it gives −0.0376 au = −0.0753 μ_B, in agreement with the moment operator and with a numerical derivative of the energy.

The approach to the limit can be derived for these orthogonal spins. An electron may hop into the antiparallel spin state, 2J higher, and hop back. With BA = b, the second-order amplitude from site 3 to site 1 through site 2 is

−(t²/2J) e^{2ib/3} z, where z = ⟨χ1|χ3⟩ − ⟨χ1|χ2⟩⟨χ2|χ3⟩.

The subtraction removes the parallel intermediate state. With equal bond phases, ⟨χ1|χ2⟩ = ⟨χ2|χ3⟩ = e^{iπ/12}/√2 and ⟨χ1|χ3⟩ = e^{−iπ/12}/√2. Hence

Im z = −sin(π/12)/√2 − (1/2) sin(π/6) = −(√3 − 1)/4 − 1/4 = −√3/4.

In the k = 0 state each site receives this amplitude and its complex conjugate. Returning to the starting site adds a term independent of b. The derivative of the second-order energy at b = 0 is therefore

−(t²/2J) × 2 × (2/3) × (−Im z) = −t²/(2√3 J),

and the moment changes by +A t²/(2√3 J). At J = 25 hartree this is 0.00063 μ_B, while the printed moment differs from the limit by 0.00062 μ_B. Virtual hops thus weaken the moment here, by an amount of relative order t/J.

**Weak exchange: no aligned spin is needed**

One might suspect that the effect depends on forcing the electron spin to follow n_i. The opposite limit, J much smaller than t, answers this. Put two electrons into the triangle. At J = 0 they fill the k = 0 orbital with both spins, at ε_0 = −2t. The empty orbitals lie at ε_1 = ε_{−1} = t. The closed shell has a gap of 3t, so expansion in J is legitimate.

Let V be the exchange term and G the Green function (ζ − h)⁻¹ of the hopping Hamiltonian h, with ζ = μ + iω and μ in the gap. If V is scaled by a factor g, then dE/dg = Tr(Vρ), where the density matrix ρ is 1/2 plus the integral of the full Green function over ω/2π, taken between symmetric limits. The constant 1/2 does not contribute, because Tr V = 0. The g² part of that Green function is GVGVG. Integrating g² from 0 to 1 supplies a factor 1/3:

E₃ = (1/3) ∫ (dω/2π) Tr(GVGVGV).

The first-order energy vanishes because tr σ = 0. The second-order energy is even under reversal of all spins, so it cannot contribute to M. In third order, the spin trace of three factors n_i·σ is 2i times their triple product, which needs three different sites. There are three cyclic terms with +χ and three anticyclic terms with −χ. Together with V³ ∝ −J³ this gives

E₃ = −2iJ³χ ∫ (dω/2π) (a³ − b̃³),

where a = G12 = G23 = G31 and b̃ = G21 = G32 = G13.

Write f = BA and ε_k = −2t cos[(2πk + f)/3], and let g_k = 1/(ζ − ε_k). Then

a = (1/3) Σ_k e^{−2πik/3} g_k and b̃ = (1/3) Σ_k e^{2πik/3} g_k.

At f = 0, g_1 = g_{−1}, so a = b̃ = (g_0 − g_1)/3. A prime denotes the derivative with respect to f at f = 0. From ε′_{±1} = ±t/√3 and g′_k = ε′_k g_k²,

a′ − b̃′ = −(i/√3)(g′_1 − g′_{−1}) = −(2it/3) g_1².

Consequently

(a³ − b̃³)′ = 3a²(a′ − b̃′) = −(2it/9)(g_0 − g_1)² g_1².

Now g_0 − g_1 = (ε_0 − ε_1) g_0 g_1 = −3t g_0 g_1, so the right side is −2it³ g_0² g_1⁴. The product of the two factors −2i is −4, and

∂E₃/∂f = −4J³χt³ ∫ (dω/2π) g_0² g_1⁴.

Close the contour to the left, around the occupied level. The integral is the residue of (ζ − ε_0)⁻²(ζ − ε_1)⁻⁴ at ε_0:

−4(ε_0 − ε_1)⁻⁵ = −4/(−3t)⁵ = 4/(243t⁵).

Since M = −A ∂E/∂f, to leading order in J

M = 16 A J³ χ/(243 t²).

In this closed shell the exchange fields of all three sites must act once before the handedness of the spins can produce an orbital moment, hence the third power. For J = 0.001 hartree and the spins along x, y, z, the formula gives 16 × 10.8253 × 10⁻⁹/(243 × 0.0025) = 2.851×10⁻⁷ au = 5.702×10⁻⁷ μ_B. Diagonalization also gives 5.702×10⁻⁷ μ_B. The coefficient was tested for random, unequal spin angles as well. The moment is tiny because (J/t)³ is 8×10⁻⁶, but it is not zero. The cubic law should not be carried over to one electron, whose spin is degenerate at J = 0.

**The moment is not a measure of chirality**

It is tempting to replace the old belief by the rule that M is proportional to χ. In the weak-exchange closed shell this holds to leading order. It fails for strong exchange.

Let the spins form an umbrella: each makes an angle θ with the z axis, and their azimuths are 0°, 120° and 240°. Then

n_i·n_j = 1 − (3/2) sin²θ and χ = (3√3/2) sin²θ cosθ.

For one electron at J = 500 hartree, raising θ from 60° to 80° lowers χ from 0.974 to 0.438, while the moment grows in magnitude from 0.156 to 0.258 μ_B. At 89° the chirality is only 0.045, yet the moment is −0.307 μ_B.

The flux explains this. At θ = 90° the scalar products are −1/2, the loop product is (1 − 3/2)/4 = −1/8, and its phase is π. Approaching from θ < 90°, t_eff tends to t/2 and sin(Ω/6) to √3/2. The strong-exchange moment therefore tends to −tA/(2√3) = −0.3125 μ_B, not to zero.

There is no conflict with the symmetry rule, because its assumption fails at the endpoint. At Φ = π the levels k = 0 and k = −1 are degenerate, and their moments are opposite. An equal mixture has M = 0, while a state selected from the pair may carry a moment. The degeneracy is not confined to infinite J: at J = 0.2 hartree the computed splitting is zero to rounding error, and so is the moment of the equal mixture. A calculation that occupies one member of such a pair can thus report an orbital moment for coplanar spins.

**How the spin-orbit moment differs**

Spin-orbit coupling remains a genuine source of orbital moments. Add iλσ_z to the hopping amplitudes H12, H23 and H31, with the Hermitian conjugate in the other direction. Let all spins point along z. The electron with spin up then has H12 = −t + iλ = −τe^{−iδ}, where τ = √(t² + λ²) and sin δ = λ/τ. The loop phase is −3δ. As long as 3δ < π, that is λ < √3 t, the lowest level has k = 0, and the one-electron formula with t_eff replaced by τ gives

M = −(2/3) τA sin(−δ) = (2/3) λA.

For λ = 0.005 hartree this is 0.0361 au = 0.0722 μ_B, as found numerically. If the same collinear spins point along x, the moment vanishes. The spin-orbit moment depends on how the spins are oriented relative to the lattice.

The chirality moment behaves differently. Turning the three orthogonal spins together by an arbitrary rotation leaves M = −0.0753 μ_B at J = 0.2 hartree unchanged, and reversing them gives +0.0753 μ_B. The axis of the moment is set by the plane of the triangle, not by the direction of the net spin. This suggests a way to detect the texture moment in a calculation: hold the noncoplanar spin texture fixed and switch off the spin-orbit term. An orbital moment that survives in a nondegenerate state comes from the texture. The test must use the total moment. The current runs between the atoms, so an angular momentum integrated only inside atomic spheres can miss nearly all of it: in the three-proton example below, touching spheres of radius 1.5 bohr give about 1% of the total, with the opposite sign. In a crystal, where r×v is unbounded, the Berry-phase theory of orbital magnetization is needed. The part that disappears requires the coupling, but its size can also depend on the texture.

**The same effect without lattice hopping**

The triangle uses one orbital per site and puts the field into hopping phases. To see whether the effect depends on that simplification, consider one electron moving in the Coulomb field of three protons on a triangle of side 3 bohr. Around each proton an exchange field of strength 0.5 hartree is imposed with the profile exp(−αr²), α = 1 bohr⁻². The spin directions are again x, y, z. The orbitals are expanded in Gaussian basis functions, and the moment is −⟨(r×p)_z⟩/2 with the actual angular momentum operator.

The result is −0.0241 μ_B in the cc-pVDZ basis and −0.0249 μ_B in cc-pVTZ, a change of about 3% relative to the smaller-basis value. Larger bases (cc-pVQZ, cc-pV5Z and their augmented forms) settle at −0.0248 μ_B, so the cc-pVTZ value is still off by about 0.0001 μ_B. The state is nondegenerate, with a gap of about 0.13 hartree above it. Reversal of the spins changes the sign, a common rotation changes nothing, and a coplanar fan of directions gives zero to rounding error. The sign agrees with that of the one-electron ring.

With one electron there is no electron–electron interaction to approximate. The main remaining limits are the finite basis, the fixed protons, the nonrelativistic Hamiltonian and above all the imposed exchange field. Neither this calculation nor the ring shows that a given material will adopt a noncoplanar spin structure; spin-orbit coupling may take part in stabilizing one. What they show is that, once the structure is present, the electrons can carry an orbital moment without spin-orbit coupling. The numerical output below lists the values for the ring and for the two smaller bases.

Calculated quantities

```
hopping t = 0.05 hartree, side = 5.0 bohr, area = 10.8253 bohr^2
spins x,y,z: chirality = 1.000, solid angle = 1.57080 rad
Berry phase = 0.78540 rad = 0.1250 flux quantum
field giving the same phase = 0.07255 au = 1.7053e+04 T
effective hopping = 0.035355 hartree
One electron, spins x,y,z: J (hartree), M (mu_B)
  J =   0.05   M = -0.021659
  J =   0.10   M = -0.046327
  J =   0.20   M = -0.075256
  J =   1.00   M = -0.117437
  J =   5.00   M = -0.128993
  J =  25.00   M = -0.131455
strong-exchange formula: M = -0.066039 au = -0.132078 mu_B
J = 0.2 hartree: M from operator = -0.0752565 mu_B
J = 0.2 hartree: M from -dE/dB  = -0.0752565 mu_B
J = 0.2 hartree: ring current = -0.003476 au = -23.023 microampere
reversed spins: M = 0.075256 mu_B
rotated spins:  M = -0.075256 mu_B
largest |M|, coplanar fan (0,50,110 deg) and collinear = 4.6e-18 mu_B
Umbrella scan, one electron, J = 500.0 hartree:
  angle(deg) chirality phase(rad) M(mu_B) formula(mu_B)
   20   0.28559   0.08203  -0.018841  -0.018846
   40   0.82232   0.36675  -0.073092  -0.073111
   60   0.97428   1.00042  -0.156215  -0.156250
   80   0.43755   2.26511  -0.258189  -0.258235
   89   0.04533   3.05093  -0.306999  -0.307046
coplanar 120 deg, J = 0.2: doublet splitting = 1.7e-16 hartree
coplanar 120 deg: M of equal mixture = 1.2e-16 mu_B
Two electrons, weak J: M t^2/(A J^3 chi) = 0.065840, 16/243 = 0.065844
  J = 0.001 hartree: M = 5.7019e-07 mu_B, formula 5.7022e-07 mu_B
  J = 0.002 hartree: M = 4.5607e-06 mu_B, formula 4.5618e-06 mu_B
  J = 0.004 hartree: M = 3.6459e-05 mu_B, formula 3.6494e-05 mu_B
Spin-orbit hopping 0.005 hartree, collinear spins, J = 0.2 hartree:
  along z M = 0.072169 mu_B, along x M = 5.7e-17 mu_B
Three protons, side 3.0 bohr, exchange field 0.5 hartree, exponent 1.0 bohr^-2
  cc-pVDZ: M(x,y,z) = -0.024071, reversed 0.024071 mu_B
  cc-pVDZ: rotated -0.024071, coplanar 1.9e-17 mu_B
  cc-pVTZ: M(x,y,z) = -0.024875, reversed 0.024875 mu_B
  cc-pVTZ: rotated -0.024875, coplanar -3.8e-17 mu_B
```
